# Reaction grand energies to second order in the electrode potential, part 1

(Sections cited here and not found follow in the second part.)

An electrode in an electrochemical cell is connected to a potentiostat, which fixes the chemical potential of its electrons and lets their number float. When an adsorbate moves, binds or changes its charge, the surface dipole changes, and charge flows through the wire until the potential is restored. A supercell calculation at fixed electron number does the opposite: the charge is held and the potential drifts between reactant and product. The energy that governs the step in the cell is therefore a difference of grand energies at equal potential, and the question is how this difference depends on the potential and which properties of the neutral reactant and product fix it. To second order the answer is a parabola, but the statement that its slope is the shift of the potential of zero charge and its curvature the change of capacitance holds only with qualifications about the expansion point, about where the capacitances are evaluated, and about the geometry.

## Conventions and assumptions

Hartree atomic units are used, with $e=1$; potentials are in $E_h/e$ and capacitances in $e^2/E_h$. A state $X$ ($A$ for the reactant, $B$ for the product or the transition state) is a supercell with given nuclei. It is neutral with $N_X^0$ electrons, and with $N$ electrons it carries the net charge $q=N_X^0-N$. The electrolyte supplies a counter-charge $-q$. The electrostatic potential is zero in the bulk electrolyte, the electron chemical potential $\mu$ is measured from that zero, and the electrode potential is
$$U=-\mu .$$
$F_X(q)$ is the free energy of the cell at charge $q$, including the counter-charge in equilibrium with the bulk electrolyte. Three assumptions are made.

(A1) $F_X(q)$ is the minimum of a finite-temperature (Mermin) functional of the electronic one-particle density matrix at fixed $N$, and the minimizer depends smoothly on $N$.

(A2) On an interval $I$ of charge containing $q=0$, $F_X$ has four continuous derivatives and $F_X''>0$.

(A3) $A$ and $B$ are compared at the same $U$, with the same zero of potential, and $U$ lies in the range $F_X'(I)$ for both. The nuclei are frozen until Lemma 5.

The grand energy, the potential of zero charge (PZC) and the differential capacitance are
$$\Omega_X(U)=\min_{q\in I}\,[F_X(q)-Uq],\qquad U_X=F_X'(0),\qquad C_X(U)=\frac{dq_X}{dU},$$
where $q_X(U)$ is the minimizing charge. Written without an argument, $C_X$ and $C_X'=dC_X/dU$ mean the values at the state's own PZC $U_X$. Differences are product minus reactant: $\Delta F_0=F_B(0)-F_A(0)$, $\Delta U_0=U_B-U_A$, $\Delta C=C_B-C_A$. The integer $n$ is the total charge number of the ions that the step takes from solution, and $\mu_{\rm ion}$ is their total chemical potential.

## The theorem

**Theorem.** Under (A1) to (A3) the reaction grand energy is $\Delta\Omega(U)=\Omega_B(U)-\Omega_A(U)+nU-\mu_{\rm ion}$, and the following hold.

(a) Exactly,
$$\frac{d\Delta\Omega}{dU}=n-[q_B(U)-q_A(U)],\qquad \frac{d^2\Delta\Omega}{dU^2}=-[C_B(U)-C_A(U)].\tag{1}$$

(b) With $u=U-U_A$,
$$\Delta\Omega=\Delta F_0-\mu_{\rm ion}+nU-\tfrac12C_B\Delta U_0^2+C_B\Delta U_0\,u-\tfrac12\Delta C\,u^2+R,\tag{2}$$
where $|R|\le\frac16M\,(|u|^3+|u-\Delta U_0|^3)$, $M$ is the largest value of $|dC_X/dU|$ for either state between its PZC and $U$, and the leading part of $R$ is
$$R_3=-\tfrac16C_B'(u-\Delta U_0)^3+\tfrac16C_A'u^3 .\tag{3}$$

(c) At a reference potential $U_r$ the slope of the quadratic form in (2) is
$$n+\bar C\,\Delta U_0-\Delta C\,(U_r-\bar U_0),\qquad \bar C=\tfrac12(C_A+C_B),\quad \bar U_0=\tfrac12(U_A+U_B).\tag{4}$$

(d) At $U=U_A$ the exact slope and curvature are
$$\frac{d\Delta\Omega}{dU}=n+C_B\Delta U_0-\tfrac12C_B'\Delta U_0^2+O(\Delta U_0^3),\qquad \frac{d^2\Delta\Omega}{dU^2}=-(\Delta C-C_B'\Delta U_0)+O(\Delta U_0^2).\tag{5}$$

"Second order" in (b) means second order jointly in $u$ and $\Delta U_0$, with $\Delta C$ counted as order zero. The proof rests on three lemmas.

## Lemmas

**Lemma 1.** Under (A1), $F_X'(q)=U$.

*Proof.* Let $\rho$ be the one-particle density matrix over spin-orbitals, with $N=\mathrm{Tr}\,\rho$. The functional is
$$F[\rho]=E[\rho]+kT\,\mathrm{Tr}\,[\rho\ln\rho+(1-\rho)\ln(1-\rho)],$$
and the effective one-particle Hamiltonian $h$ is defined by $\delta E=\mathrm{Tr}(h\,\delta\rho)$. For a function $g$ of a Hermitian matrix, $\delta\,\mathrm{Tr}\,g(\rho)=\mathrm{Tr}[g'(\rho)\,\delta\rho]$, and the derivative of $f\ln f+(1-f)\ln(1-f)$ is $\ln f+1-\ln(1-f)-1=\ln[f/(1-f)]$. Therefore
$$\delta F=\mathrm{Tr}\Big\{\Big[h+kT\ln\frac{\rho}{1-\rho}\Big]\delta\rho\Big\}.$$
At the minimum for fixed $N$ this vanishes for every traceless Hermitian $\delta\rho$, which requires the bracket to be a multiple of the identity. Calling the multiple $\mu$ and solving for $\rho$ gives $\rho=[e^{(h-\mu)/kT}+1]^{-1}$, so $\mu$ is the Fermi level of the self-consistent Hamiltonian. Now let $\delta\rho$ be the change of the minimizer when $N\to N+dN$. Then $dF=\mu\,\mathrm{Tr}\,\delta\rho=\mu\,dN$. Since $dq=-dN$ and $U=-\mu$, $dF=(-U)(-dq)=U\,dq$. The counter-charge changes by $-dq$ at the same time. It is exchanged with the bulk electrolyte, where the potential is zero and with which it is in equilibrium, so $F$ is stationary in the electrolyte variables too and they contribute nothing at first order. $\square$

A positively charged electrode has lost electrons, its Fermi level has dropped, and $U$ has risen; $F''>0$ in (A2) states that $U$ increases with $q$.

**Lemma 2.** The free energy change of the step at fixed $U$ is $\Omega_B-\Omega_A+nU-\mu_{\rm ion}$.

*Proof.* Let the ions taken from solution bring $N_{\rm ion}$ electrons of their own. The step changes the cell's free energy by $F_B-F_A$, removes the ions from the bulk at a cost $-\mu_{\rm ion}$, and removes $N_B-N_A-N_{\rm ion}$ electrons from the wire at a cost $-\mu$ each. Both neutral states have zero net charge, so going from neutral $A$ to neutral $B$ the wire must cancel the ionic charge: $N_B^0-N_A^0-N_{\rm ion}=n$. With $N_X=N_X^0-q_X$ the number drawn from the wire is $n-q_B+q_A$. The total change is
$$F_B-F_A-\mu_{\rm ion}-\mu\,(n-q_B+q_A)=(F_B-Uq_B)-(F_A-Uq_A)+nU-\mu_{\rm ion}.$$
Each state is in equilibrium with the wire, so $F_X'(q_X)=U$ by Lemma 1. This is the stationarity condition of $F_X(q)-Uq$, and by strict convexity the stationary point is its unique minimum on $I$. Each bracket is therefore $\Omega_X(U)$. The ion chemical potential refers to the bulk electrolyte, where the potential is zero by convention, so it does not depend on $U$. $\square$

For the reduction of a cation $n>0$, and the term $nU$ makes the step less favourable as the electrode becomes more positive. For the adsorption of an anion $n<0$. For diffusion, rotation or dissociation on the surface $n=0$.

**Lemma 3.** Under (A2),
$$\frac{d\Omega_X}{dU}=-q_X(U),\qquad C_X(U)=\frac{1}{F_X''},\qquad \frac{dC_X}{dU}=-\frac{F_X'''}{(F_X'')^3},\tag{6}$$
with the derivatives of $F_X$ taken at $q_X(U)$, and with $y=U-U_X$,
$$\Omega_X(U)=F_X(0)-\tfrac12C_Xy^2-\tfrac16C_X'y^3+O(y^4).\tag{7}$$

*Proof.* The function $F_X'$ is strictly increasing with three continuous derivatives, so $F_X'(q)=U$ has an inverse $q_X(U)$ with three continuous derivatives. Differentiating $\Omega_X=F_X(q_X(U))-Uq_X(U)$ gives
$$\frac{d\Omega_X}{dU}=[F_X'(q_X)-U]\frac{dq_X}{dU}-q_X=-q_X,$$
because the bracket vanishes. Differentiating $F_X'(q_X(U))=U$ gives $F_X''\,dq_X/dU=1$, which is the second relation. Differentiating $C_X=1/F_X''(q_X(U))$ gives $-F_X'''/(F_X'')^2$ times $dq_X/dU=1/F_X''$, which is the third. At $U=U_X$ the equation $F_X'(q)=U_X$ is solved by $q=0$, so $\Omega_X(U_X)=F_X(0)$ and the first derivative $-q_X$ vanishes. The second and third derivatives are $-C_X$ and $-C_X'$. Since $\Omega_X'=-q_X$ has three continuous derivatives, $\Omega_X$ has four, and Taylor's theorem gives (7). Stopped one order earlier, the Lagrange remainder is $-\frac16\,(dC_X/dU)(\xi)\,y^3$ with $\xi$ between $U_X$ and $U$. $\square$

The grand energy of one state is concave in $U$ with its maximum at the PZC. The sign comes from the balance between the charging energy and the work of the potentiostat. To second order $q=Cy$, so $F-F(0)=U_Xq+q^2/2C=U_Xq+\frac12Cy^2$, while $-Uq=-U_Xq-yq=-U_Xq-Cy^2$. The sum is $-\frac12Cy^2$. The ratio of the cubic term in (7) to the quadratic one is $C_X'y/3C_X$.

## Proof of the theorem

*Part (a).* Differentiate the expression of Lemma 2 once and twice and insert (6).

*Part (b).* For $A$ the distance from the PZC is $y=u$, and for $B$ it is $y=U-U_B=u-\Delta U_0$. Subtracting the two series (7),
$$\Omega_B-\Omega_A=\Delta F_0-\tfrac12C_B(u-\Delta U_0)^2+\tfrac12C_Au^2+R .$$
Expanding the square, $-\frac12C_B(u-\Delta U_0)^2=-\frac12C_Bu^2+C_B\Delta U_0u-\frac12C_B\Delta U_0^2$. The two terms in $u^2$ combine to $-\frac12(C_B-C_A)u^2$, which gives (2). The remainder $R$ is the difference of the two Lagrange remainders, each bounded by $\frac16M|y|^3$, which gives the bound, and the cubic terms of (7) give (3).

*Part (c).* The derivative of the unexpanded quadratic form at $U_r$ is $-C_B(U_r-U_B)+C_A(U_r-U_A)$. Insert $U_B=\bar U_0+\frac12\Delta U_0$ and $U_A=\bar U_0-\frac12\Delta U_0$:
$$-C_B(U_r-\bar U_0)+\tfrac12C_B\Delta U_0+C_A(U_r-\bar U_0)+\tfrac12C_A\Delta U_0=\bar C\Delta U_0-\Delta C\,(U_r-\bar U_0).$$
Adding $n$ gives (4).

*Part (d).* At $U=U_A$ state $A$ is neutral with capacitance $C_A$, so (1) needs only $q_B(U_A)$ and $C_B(U_A)$. Expanding about $U_B$ with $y=-\Delta U_0$ gives $q_B(U_A)=-C_B\Delta U_0+\frac12C_B'\Delta U_0^2-\frac16C_B''\Delta U_0^3+\dots$ and $C_B(U_A)=C_B-C_B'\Delta U_0+\frac12C_B''\Delta U_0^2+\dots$, where $C_B''$ is the second derivative of the capacitance at $U_B$. Insertion in (1) gives (5). $\square$

**Remark 1 (meaning of the terms).** The constant $-\frac12C_B\Delta U_0^2$ is never positive, since (A2) makes $C_B>0$. It is what neutral $B$, sitting at $U_B$, gains by exchanging charge with the wire until it reaches $U_A$, and it converts the neutral-cell energy $\Delta F_0$ into the grand energy at $U_A$. The coefficient $C_B\Delta U_0$ is, to leading order, $-q_B(U_A)$, the number of electrons that flow in to hold the potential. Since $n+C_B\Delta U_0$ is the total drawn from the wire, the slope is in general not an integer, and it is nonzero even for $n=0$. If $B$ is a transition state, the same number is the potential dependence of the barrier. If $\Delta C=0$ the quadratic form reduces to a straight line, and if also $\Delta U_0=0$ its only dependence on the potential is $nU$.

**Remark 2 (the expansion point).** Put $U_r=U_A+t\,\Delta U_0$. Then $U_r-U_A=t\Delta U_0$ and $U_r-U_B=-(1-t)\Delta U_0$, so the capacitive slope is $[(1-t)C_B+tC_A]\Delta U_0$. It is $C_B\Delta U_0$ at $U_A$, $\bar C\Delta U_0$ at the midpoint and $C_A\Delta U_0$ at $U_B$. The linear coefficient is thus proportional to the PZC shift when the reference is tied to the two PZCs in this way. For a reference fixed independently, such as the zero of a reference electrode, (4) contains the term $-\Delta C(U_r-\bar U_0)$, which survives when $\Delta U_0=0$.

**Remark 3 (which capacitance change).** The exact curvature in (1) involves both capacitances at one potential, whereas $\Delta C$ compares them at two different PZCs. By (5) the two differ at $U_A$ by $C_B'\Delta U_0$ to leading order. In (2) this difference is hidden in $R_3$, whose expansion
$$R_3=-\tfrac16(C_B'-C_A')u^3+\tfrac12C_B'\Delta U_0u^2-\tfrac12C_B'\Delta U_0^2u+\tfrac16C_B'\Delta U_0^3$$
contains a term in $u^2$. That term is of third order in the joint counting, but it is not small compared with $\frac12\Delta C\,u^2$ unless $|C_B'\Delta U_0|\ll|\Delta C|$, and enlarging the cell does not enforce this inequality.

## One event in a large cell

**Lemma 4.** Let the cell be $s$ times a unit cell and contain one reaction event. Assume that, with $\sigma=q/s$,
$$F_X(q)=s\,f(\sigma)+\delta_X(\sigma)+O(1/s),$$
and that the form may be differentiated three times in $\sigma$. Here $f$ is the free energy of the clean unit cell and $\delta_X$ the local contribution of the adsorbate on a surface of charge $\sigma$ per unit cell. Let $c=1/f''(0)$, $c'=-f'''(0)/f''(0)^3$ and $\Delta\delta=\delta_B-\delta_A$, with primes on $\Delta\delta$ denoting derivatives in $\sigma$ at $\sigma=0$. Then as $s\to\infty$,
$$\Delta U_0\simeq\frac{\Delta\delta'}{s},\quad C_B\Delta U_0\to c\,\Delta\delta',\quad \tfrac12C_B\Delta U_0^2\simeq\frac{c\,\Delta\delta'^2}{2s},\quad \Delta C\to-c^2\Delta\delta'',\quad C_B'\Delta U_0\to c'\Delta\delta' .$$

*Proof.* Each derivative in $q$ equals $1/s$ times a derivative in $\sigma$. At $q=0$,
$$F_X'=f'+\frac{\delta_X'}{s}+O(s^{-2}),\qquad F_X''=\frac{f''}{s}+\frac{\delta_X''}{s^2}+O(s^{-3}),\qquad F_X'''=\frac{f'''}{s^2}+O(s^{-3}).$$
The first gives $\Delta U_0$, since $f'$ cancels in the difference. Inverting the second,
$$C_X=\frac{s}{f''}\Big[1+\frac{\delta_X''}{sf''}+O(s^{-2})\Big]^{-1}=sc-c^2\delta_X''+O(1/s),$$
whose extensive part cancels in $\Delta C$. From (6), $C_X'=-(f'''/s^2)(s/f'')^3+O(1)=sc'+O(1)$. Multiplying by $\Delta U_0$ gives the remaining limits. $\square$

The PZC shift vanishes like $1/s$, but in the linear term of (2) it is multiplied by the extensive $C_B$, so the leading slope coefficient $C_B\Delta U_0$ stays finite. Terms with one more power of the shift, such as the constant $\frac12C_B\Delta U_0^2$ and the slope correction $\frac12C_B'\Delta U_0^2$ in (5), vanish like $1/s$. The correction $C_B'\Delta U_0$ is of the same order in $s$ as $\Delta C$. The limiting curvature is $c^2\Delta\delta''+c'\Delta\delta'$, which is the second derivative of $\Delta\delta(\sigma(U))$ by the chain rule with $d\sigma/dU=c$ and $d^2\sigma/dU^2=c'$. The identification of the curvature with $-\Delta C$ is therefore correct in the dilute limit only when the capacitance of the clean surface is stationary at its PZC or the event leaves the PZC unshifted at order $1/s$. The assumed form of $F_X$ expresses that the event is local and that interactions between periodic images fall at least as $1/s$; it is an assumption, and the scaling with $s$ that follows from it is checked below on one model.

## Relaxed geometries

**Lemma 5.** Let $\Omega(U,R)$ be the grand energy at frozen nuclear coordinates $R$, twice continuously differentiable, and let $R^*(U)$ be a stationary point with invertible Hessian $K=\partial^2\Omega/\partial R\,\partial R$ at fixed $U$. Let $g=\partial q/\partial R$ at fixed $U$. Then $\Omega^*(U)=\Omega(U,R^*(U))$ obeys
$$\frac{d\Omega^*}{dU}=-q(U,R^*),\qquad -\frac{d^2\Omega^*}{dU^2}=C_{\rm frozen}+g^{T}K^{-1}g .\tag{8}$$

*Proof.* By the chain rule $d\Omega^*/dU=\partial_U\Omega+\partial_R\Omega\cdot dR^*/dU$. The second term vanishes by stationarity and the first is $-q$ by Lemma 3. Differentiating $\partial_R\Omega(U,R^*(U))=0$ gives $\partial_U\partial_R\Omega+K\,dR^*/dU=0$. The mixed derivative is $\partial_R(-q)=-g$, so $dR^*/dU=K^{-1}g$. Then $dq/dU=\partial_Uq+g\cdot dR^*/dU=C_{\rm frozen}+g^TK^{-1}g$. $\square$

The proof of the theorem uses only $d\Omega/dU=-q$ and smoothness, so it carries over to relaxed states, provided $U_X$, $F_X(0)$ and $C_X$ are those of the relaxed state: the potential at which the relaxed charge vanishes, the grand energy there, and the capacitance (8). In the eigenbasis of $K$ the added term is $\sum_i g_i^2/K_i$. Every stable mode with $g_i\ne0$ raises the capacitance, and the unstable mode of a saddle point lowers it if its $g_i\ne0$. Close to $K_i=0$ the relaxed capacitance of a saddle can even become negative, and the statements above that rest on $C_X>0$, such as the sign of the constant in Remark 1, then no longer hold. If an eigenvalue $K_i$ approaches zero while $g_i$ stays finite, the term diverges together with $dR^*/dU$, as happens when two stationary points such as a minimum and a saddle are about to merge, and the expansion fails.

The second-order form of the reaction grand energy has been derived, with the qualifications on its slope and curvature, its scaling with cell size under an assumed form of $F_X$, and its extension to relaxed geometries. What remains is to check these results numerically on one model and to examine where the assumptions fail.
